# Energy of Hydrogen Recoils Struck by 2 MeV Helium Ions

## Problem

A beam of helium ions with kinetic energy \(E_0=2\) MeV enters a silicon film that contains hydrogen. Some ions strike hydrogen atoms and knock them forward out of the film. A detector accepts those that leave at \(\phi=30^\circ\) to the incoming beam direction. Take the masses as \(M_1=4\) u for helium and \(M_2=1\) u for hydrogen.

(a) What is the energy \(E_2\) of such a hydrogen atom just after the collision?

(b) What energy does the helium ion keep, and in which direction does it go?

(c) How far do the detector opening, the rounded masses, the depth of the hydrogen and a foil in front of the detector move the energy that is registered?

For (a) and (b) the hydrogen atom is free and at rest before the collision, the collision is elastic and involves these two particles alone, and the motion is nonrelativistic. Chemical binding, a few eV, is negligible beside MeV energies. All angles are laboratory angles measured from the beam, unless the surface is named.

## First estimate: a very heavy projectile

Suppose first that the ion is so much heavier than the target atom that its velocity \(\mathbf v_0\) hardly changes. Seen from the ion, the atom arrives with velocity \(-\mathbf v_0\), and after an elastic collision it leaves with the same speed \(v_0\) in some new direction. If \(\mathbf v_2\) is its final laboratory velocity, then

\[
|\mathbf v_2-\mathbf v_0|=v_0 .
\]

Squaring both sides gives

\[
v_2^2-2v_2v_0\cos\phi+v_0^2=v_0^2 ,
\]

so that, for an atom that has been set in motion (\(v_2\neq0\)),

\[
v_2=2v_0\cos\phi .
\]

With \(v_0^2=2E_0/M_1\), the recoil energy is

\[
E_2^{\rm est}=\tfrac12M_2(2v_0\cos\phi)^2
=4\,\frac{M_2}{M_1}\,E_0\cos^2\phi .
\]

The energy therefore scales with the beam energy, with the mass ratio and with \(\cos^2\phi\). For the given numbers,

\[
E_2^{\rm est}=4\times\tfrac14\times2\ \text{MeV}\times0.75=1.5\ \text{MeV}.
\]

The mass ratio \(1/4\) is not very small, so this value gives the order of magnitude. The ion must in fact slow down, since it supplies the energy.

## Exact solution of the two-body model

### (a) The hydrogen energy

Let \(p_0\) and \(p_1\) be the helium momentum before and after the collision, and \(p_2\) the hydrogen momentum after it. Momentum conservation reads \(\mathbf p_1=\mathbf p_0-\mathbf p_2\). The angle between \(\mathbf p_0\) and \(\mathbf p_2\) is \(\phi\), so squaring gives

\[
p_1^2=p_0^2+p_2^2-2p_0p_2\cos\phi .
\]

This form contains the known recoil angle and not the unknown helium angle. Because the collision is elastic, kinetic energy is also conserved:

\[
\frac{p_0^2}{2M_1}=\frac{p_1^2}{2M_1}+\frac{p_2^2}{2M_2}.
\]

Insert \(p_1^2\) and multiply by 2:

\[
\frac{p_0^2}{M_1}
=\frac{p_0^2+p_2^2-2p_0p_2\cos\phi}{M_1}+\frac{p_2^2}{M_2}.
\]

The terms in \(p_0^2\) cancel, which leaves

\[
p_2^2\left(\frac1{M_1}+\frac1{M_2}\right)
=\frac{2p_0p_2\cos\phi}{M_1}.
\]

One root is \(p_2=0\), which describes an atom that was not struck. For the other root, divide by \(p_2\) and use \(1/M_1+1/M_2=(M_1+M_2)/(M_1M_2)\):

\[
p_2=\frac{2M_2}{M_1+M_2}\,p_0\cos\phi .
\]

A momentum magnitude is positive, so \(\cos\phi>0\): an atom initially at rest recoils into the forward half-space. Its energy follows from \(E_2=p_2^2/(2M_2)\) and \(p_0^2=2M_1E_0\):

\[
E_2=\frac{1}{2M_2}\,\frac{4M_2^2}{(M_1+M_2)^2}\,2M_1E_0\cos^2\phi
=\frac{4M_1M_2}{(M_1+M_2)^2}\,E_0\cos^2\phi .
\]

For helium on hydrogen the mass factor is \(4\times4\times1/5^2=0.64\), and \(\cos^2 30^\circ=0.75\). Hence

\[
E_2=0.64\times0.75\times2\ \text{MeV}=0.96\ \text{MeV}.
\]

In a head-on collision, \(\phi=0\), the atom would receive \(0.64\times2=1.28\) MeV, the largest transfer for these masses. As \(\phi\) approaches \(90^\circ\), the collision becomes a grazing one and the transferred energy tends to zero. For equal masses the mass factor is 1, and a head-on collision hands over the whole energy.

The force between the particles does not appear in the result. In a classical picture it determines which impact parameter \(b\), the sideways offset of the incoming path, leads to a recoil at \(30^\circ\). Two model potentials show this:

- a screened Coulomb repulsion, equal to the Coulomb energy of charges \(2e\) and \(e\) multiplied by \(\exp(-r/20\ \text{fm})\);
- a Gaussian barrier, \(2\ \text{MeV}\times\exp[-(r/5\ \text{fm})^2]\).

Here \(r\) is the separation of the particles. The lengths were chosen for a short calculation and do not describe real atomic screening. Newton's equations for both particles were integrated numerically with a Runge–Kutta method, and \(b\) was varied until the recoil angle was \(30^\circ\). This required \(b=1.75\) fm for the first potential and \(2.62\) fm for the second, but the recoil energy was 0.9600 MeV in both cases. These trajectories only illustrate the kinematics. The reduced de Broglie wavelength of the relative motion, \(\hbar/(\mu v_0)\) with reduced mass \(\mu=0.8\) u, is about 8 fm, larger than both impact parameters, so a real collision at this energy does not follow a definite path. The force affects how many recoils reach the detector, and that number has to come from a quantum or measured cross section, while the conservation laws fix the recoil energy at a given angle in either description.

### (b) The helium ion

Energy conservation leaves the helium with

\[
E_1=E_0-E_2=2.00-0.96=1.04\ \text{MeV}.
\]

Its momentum component along the beam is \(p_0-p_2\cos\phi\). Its transverse component has magnitude \(p_2\sin\phi\) and is opposite to that of the hydrogen, because the total transverse momentum is zero. The helium angle \(\theta\) therefore obeys

\[
\tan\theta=\frac{p_2\sin\phi}{p_0-p_2\cos\phi}.
\]

Divide numerator and denominator by \(p_0\). From the result for \(p_2\), \(p_2/p_0=\tfrac25\cos30^\circ\), so

\[
\tan\theta=\frac{0.4\cos30^\circ\sin30^\circ}{1-0.4\cos^2 30^\circ}
=\frac{0.1732}{0.70}=0.247,
\qquad \theta=13.9^\circ .
\]

The helium leaves on the opposite side of the beam from the hydrogen.

## Comparison of the estimate and the solution

Dividing the first estimate by the solution gives

\[
\frac{E_2^{\rm est}}{E_2}
=\frac{4M_2/M_1}{4M_1M_2/(M_1+M_2)^2}
=\left(1+\frac{M_2}{M_1}\right)^2
=1.25^2=1.56 .
\]

The estimate is 56% too high relative to the solution. Its scaling with \(E_0\) and \(\cos^2\phi\) is correct; its dependence on mass holds for \(M_2\ll M_1\). The cause is visible in the recoil speed,

\[
v_2=\frac{p_2}{M_2}=2\,\frac{M_1v_0}{M_1+M_2}\cos\phi .
\]

The fraction is the velocity of the centre of mass, here \(0.8v_0\). The estimate used \(v_0\) in its place, as though the ion were unaffected by the collision. Squaring 0.8 gives 0.64, and \(0.64\times1.5\) MeV restores 0.96 MeV.

The opposite limit, a light ion on a heavy atom, shows where the estimate breaks down. For \(M_2\gg M_1\) the mass factor tends to \(4M_1/M_2\), so the transferred energy falls as the target becomes heavier. The estimate keeps rising with \(M_2\), and for a head-on collision with \(M_2>M_1/4\) it would even exceed the energy of the beam.

## (c) From the collision to the detector

**Detector opening.** Differentiating the result with respect to \(\phi\), at fixed beam energy and masses, gives

\[
\frac{dE_2}{d\phi}
=-2\,\frac{4M_1M_2}{(M_1+M_2)^2}E_0\cos\phi\sin\phi
=-2E_2\tan\phi .
\]

This is a slope per radian. Multiplication by \(\pi/180\) gives \(-19.3\) keV per degree. A detector that accepts \(29^\circ\) to \(31^\circ\) therefore receives surface recoils between 0.979 and 0.940 MeV, a spread of about 39 keV.

**Masses and relativity.** With the nuclear masses 4.0015 u and 1.0073 u, the same formula gives 0.964 MeV, 4 keV more than with the integers. Solving the relativistic conservation laws numerically with these masses changes the energy by a further \(-0.07\) keV. Both shifts are small beside the spread from the detector opening.

**Depth.** Let the beam enter at \(15^\circ\) to the surface and the hydrogen leave at \(15^\circ\) to it, which together make the \(30^\circ\) recoil angle. For hydrogen 100 nm below the surface, each particle travels

\[
\frac{100\ \text{nm}}{\sin15^\circ}=386\ \text{nm}
\]

through the film. The energy lost per unit path, the stopping power, rises as the particle slows in this energy range. A rough local description is \(S=S_{\rm r}(E_{\rm r}/E)^q\), where \(S_{\rm r}\) is the value at a reference energy \(E_{\rm r}\). From \(dE/dx=-S\) it follows that \(E^q\,dE=-S_{\rm r}E_{\rm r}^q\,dx\), and integration over a path \(x\) gives

\[
E_{\rm out}^{1+q}=E_{\rm in}^{1+q}-(1+q)\,S_{\rm r}E_{\rm r}^{q}\,x .
\]

Rough typical values for silicon are 250 eV/nm for helium at 2 MeV, with \(q=0.5\), and 40 eV/nm for hydrogen at 0.96 MeV, with \(q=0.75\). The helium then reaches the hydrogen with 1.902 MeV. The recoil starts with \(0.48\times1.902=0.913\) MeV and leaves the film with 0.897 MeV. That is 63 keV less than for hydrogen at the surface: 47 keV because the helium arrived slower, and 16 keV lost by the hydrogen on its way out. This shift is what allows the measured energy to be converted into a depth.

**Foil.** Helium scattered by silicon also arrives at \(30^\circ\). To find its energy \(E\), apply momentum and energy conservation as before, now with the helium angle known and \(M_{\rm Si}=28\) u:

\[
M_{\rm Si}(E_0-E)=M_1\left(E_0+E-2\sqrt{E_0E}\,\cos30^\circ\right).
\]

The numerical root is \(E=1.925\) MeV, about twice the energy of the hydrogen. A polymer foil can stop this helium and let the hydrogen through. With a rough mean stopping power of 250 keV/µm, the helium range is \(1925/250=7.7\) µm, less than an assumed foil thickness of 10 µm. A mean of 230 keV/µm would give 8.4 µm, so the margin is modest. For hydrogen in the foil, take roughly 35 keV/µm at 0.96 MeV and again \(q=0.75\). The integrated formula then gives 0.54 MeV behind the foil for hydrogen from the film surface, a loss of 0.42 MeV.

These conditions resemble elastic recoil detection of hydrogen in thin films. In this example the foil lowers the registered energy from 0.96 to about 0.54 MeV, far more than the other effects considered. The shifts given earlier apply in front of the foil. Behind it they are larger, because slower hydrogen loses more energy in the foil: the 63 keV due to depth becomes about 100 keV. Since the stopping powers are rough, the figures behind the foil are estimates; a measurement needs stopping data for the actual film and foil, or a calibration with hydrogen at known depths in the same film material, measured with the same beam energy, angles and foil. The value 0.96 MeV is the energy at the collision, for hydrogen struck by ions that still have their full 2 MeV.
